\section*{Optimum insulator thickness for a pinned metal contact to n-germanium}

\section*{Problem}

A metal placed directly on n-type germanium meets a high electron barrier whatever its work function. Metal wave functions decay into the semiconductor gap and form gap states there. Their charge holds the Fermi level near the charge-neutrality level, which in germanium lies close to the valence band. An insulator of thickness $t$ between metal and semiconductor weakens these states, but the current must then tunnel through it.

Energies are measured at the semiconductor surface, as positive depths below its conduction-band edge. The barrier $\phi$ is the depth of the Fermi level and $\phi_n$ that of the neutrality level. The barrier without gap-state charge is $\phi_u<\phi_n$, and $R=\phi_n-\phi_u$. The conduction band of the insulator lies $\Delta$ above that of the semiconductor.

Assume the following.
\begin{itemize}
\item The semiconductor is lightly doped and nondegenerate, with one isotropic mass $m$. Electrons reach the contact thermally, not by tunnelling through the depletion layer.
\item The insulator has one parabolic band of mass $m_i$, relative permittivity $\varepsilon_i$, and no fixed charge or defect states. Its gap is wide enough for its valence band to be ignored.
\item At $t=0$ the gap states have a constant density $D_0$ per energy and area. They are filled up to the Fermi level and neutral when filled to $\phi_n$. Their transverse wave vectors are neglected in the insulator. Their mean distance from the interface, divided by the relative permittivity there, is $a$.
\item Image lowering, the tilt of the insulator band and the potential drop caused by depletion charge in the insulator are neglected.
\end{itemize}

\begin{enumerate}
\item[(a)] Derive the zero-bias contact resistivity for a given barrier and transmission.
\item[(b)] Find $\phi(t)$, using the same insulator band for the gap states and for the tunnelling electrons.
\item[(c)] Find the condition for the thickness of least resistivity, and show which stationary point is the minimum.
\item[(d)] How do the optimum thickness and resistivity depend on $\Delta$? When is no insulator better?
\item[(e)] Evaluate the optimum for $\Delta=0.2$ eV and $\Delta=2.0$ eV, with $T=300$ K, $\phi_n=0.55$ eV, $\phi_u=0.20$ eV, $D_0=4\ \mathrm{eV^{-1}nm^{-2}}$, $a=0.2$ nm, $\varepsilon_i=10$, $m_i=0.3\,m_0$ and $m=0.2\,m_0$, where $m_0$ is the free-electron mass. Assess the approximations.
\end{enumerate}
These are round model parameters. Both insulators differ in $\Delta$ alone, so that its effect is isolated. Device units (eV, nm, $\Omega\,\mathrm{cm^2}$) are used.

\section*{Solution}

\subsection*{(a) Resistivity at zero bias}

Let $\mathcal T(E_x)$ be the transmission at normal kinetic energy $E_x$ in the semiconductor. We neglect its dependence on transverse motion. With $f_s$ and $f_m$ the occupations on the two sides, the current density is
\begin{equation}
J=e\int_{k_x>0}\frac{2\,d^3k}{(2\pi)^3}\,v_x\,\mathcal T(E_x)\,(f_s-f_m).
\end{equation}
A small voltage $V$ gives $f_s-f_m=eV(-\partial f/\partial E)$. This is already of first order, so $\phi$ and $\mathcal T$ may keep their equilibrium values. How the voltage divides between insulator and semiconductor therefore does not affect $dJ/dV$ at $V=0$.

For $\phi\gg kT$ the occupation at kinetic energy $E$ is $f=e^{-(\phi+E)/kT}$, and $-\partial f/\partial E=f/kT$. The transverse integral is
\begin{equation}
\int d^2k_\parallel\,e^{-\hbar^2k_\parallel^2/2mkT}=\frac{2\pi mkT}{\hbar^2}.
\end{equation}
For the normal direction $v_x\,dk_x=dE_x/\hbar$. With $E_x=zkT$,
\begin{equation}
\int_0^\infty dk_x\,v_x\,\mathcal T e^{-E_x/kT}=\frac{kT}{\hbar}\langle\mathcal T\rangle,
\qquad
\langle\mathcal T\rangle=\int_0^\infty e^{-z}\,\mathcal T(zkT)\,dz .
\end{equation}
Collecting the factors gives
\begin{align}
\frac{dJ}{dV}\bigg|_0
&=e^2\,\frac{2}{8\pi^3}\,\frac1{kT}\,\frac{2\pi mkT}{\hbar^2}\,\frac{kT}{\hbar}\,\langle\mathcal T\rangle e^{-\phi/kT}
=\frac{e^2mkT}{2\pi^2\hbar^3}\,\langle\mathcal T\rangle e^{-\phi/kT},\\
\rho&=\rho_{\rm th}\,\frac{e^{\phi/kT}}{\langle\mathcal T\rangle},
\qquad \rho_{\rm th}=\frac{2\pi^2\hbar^3}{e^2mkT}. \label{rho}
\end{align}

In the insulator, an electron at depth $d$ below the insulator band has the decay constant
\begin{equation}
\kappa(d)=\frac{\sqrt{2m_id}}{\hbar}. \label{kappa}
\end{equation}
Electrons at the semiconductor band edge have $d=\Delta$. Keeping only the exponential of their transmission, $\langle\mathcal T\rangle\simeq e^{-2\kappa_ct}$ with $\kappa_c=\kappa(\Delta)$, we obtain
\begin{equation}
F(t)\equiv\ln\frac{\rho}{\rho_{\rm th}}=\frac{\phi(t)}{kT}+2\kappa_ct. \label{F}
\end{equation}
In this approximation the bare contact has transmission one.

\subsection*{(b) The barrier}

A gap state at depth $\varepsilon$ below the semiconductor edge lies $\Delta+\varepsilon$ below the insulator band. Its density on the semiconductor side follows the squared amplitude of the metal wave that reaches it, so it is $D_0e^{-2\kappa(\Delta+\varepsilon)t}$.

If $\phi<\phi_n$, the Fermi level is above the neutrality level. The states between them hold extra electrons, and an equal positive charge sits on the metal. This dipole raises the electron energy in the semiconductor relative to the metal, which increases the barrier above $\phi_u$. The potential drop is the charge per area divided by $\varepsilon_0$, times the sum of lengths over relative permittivities:
\begin{equation}
\phi=\phi_u+\frac{e^2D_0}{\varepsilon_0}\left(a+\frac t{\varepsilon_i}\right)
\int_\phi^{\phi_n}e^{-2\kappa(\Delta+\varepsilon)t}\,d\varepsilon. \label{charge}
\end{equation}

At a useful thickness $\phi$ is close to $\phi_u$, and the integral covers nearly the whole range from $\phi_u$ to $\phi_n$. We replace the decay constant by its value at the midpoint,
\begin{equation}
\kappa_g=\kappa\!\left(\Delta+\tfrac12(\phi_n+\phi_u)\right).
\end{equation}
At $t=0$ this replacement changes nothing, since the exponential is one. With
\begin{equation}
b=\varepsilon_ia,\qquad y_0=\frac{e^2D_0a}{\varepsilon_0},\qquad
y(t)=y_0\left(1+\frac tb\right)e^{-2\kappa_gt},
\end{equation}
equation (\ref{charge}) becomes $\phi=\phi_u+y(\phi_n-\phi)$. Solving for $\phi$,
\begin{equation}
\phi=\frac{\phi_u+y\phi_n}{1+y}=\phi_u+R\,\frac{y}{1+y}=\phi_u+R(1-S),
\qquad S=\frac1{1+y}. \label{phi}
\end{equation}
Full pinning is $S=0$ and no pinning is $S=1$. The insulator acts in two opposite ways: it reduces the gap-state charge exponentially, but it lengthens the dipole by the factor $1+t/b$.

\subsection*{(c) The optimum}

Differentiating $\ln y$ gives
\begin{equation}
\frac{y'}y=-\beta,\qquad \beta(t)=2\kappa_g-\frac1{t+b}.
\end{equation}
We take $2\kappa_g>1/b$, so $\beta>0$ and pinning weakens from the start. From $S=1/(1+y)$,
\begin{equation}
S'=-\frac{y'}{(1+y)^2}=\beta\,\frac{y}{(1+y)^2}=\beta S(1-S).
\end{equation}
Let $B=R/kT$. Since $\phi'/kT=-BS'$,
\begin{equation}
F'=2\kappa_c-B\beta S(1-S),
\end{equation}
and the stationary condition is
\begin{equation}
\boxed{\,B\,S(1-S)\left[2\kappa_g-\frac1{t+b}\right]=2\kappa_c\,} \label{opt}
\end{equation}
The left side is the rate at which thickness lowers the logarithm of the resistivity by unpinning, and the right side is the rate at which tunnelling raises it.

To classify the solutions, use $\beta'=1/(t+b)^2$ and $[S(1-S)]'=(1-2S)\beta S(1-S)$:
\begin{equation}
F''=B\,S(1-S)\left[(2S-1)\beta^2-\frac1{(t+b)^2}\right]. \label{second}
\end{equation}
For $S\le1/2$ the bracket is negative, so a stationary point there is a maximum. For $S>1/2$ both $2S-1$ and $\beta$ grow with $t$ while the last term falls, so the bracket increases steadily towards $4\kappa_g^2>0$ and changes sign at most once. Hence $F'$ falls while the bracket is negative (as it is at $t=0$ when $y_0\ge1$) and then rises towards $2\kappa_c>0$, and $F$ has at most one maximum and one minimum. The minimum lies at $S>1/2$.

If the longer dipole is ignored ($b\to\infty$), the solution is explicit. With $r=\kappa_c/\kappa_g$, equation (\ref{opt}) reads $S(1-S)=r/B$, whose larger root is
\begin{equation}
S_*=\frac12\left(1+\sqrt{1-\frac{4r}B}\right). \label{root}
\end{equation}
Since $y=(1-S)/S$ and $y=y_0e^{-2\kappa_gt}$,
\begin{equation}
t_*=\frac1{2\kappa_g}\ln\frac{y_0S_*}{1-S_*}. \label{tstar}
\end{equation}
This requires $B>4r$ and a positive logarithm. For finite $b$, replace $r/B$ by $2\kappa_c/(B\beta)$ and $y_0$ by $y_0(1+t/b)$, both evaluated at the previous estimate of $t$, and iterate.

\subsection*{(d) Dependence on the offset, and the bare contact}

From (\ref{kappa}),
\begin{equation}
r^2=\frac{\Delta}{\Delta+(\phi_n+\phi_u)/2}<1 .
\end{equation}
Gap states lie deeper below the insulator band than the transport electrons, so they are attenuated faster. A small offset makes this difference large; at a large offset $r$ approaches one.

For $b\to\infty$ we have $2\kappa_gt=\ln(y_0/y)$, and $F$ can be written in terms of $y$:
\begin{equation}
F=\frac{\phi_u}{kT}+B\,\frac y{1+y}+r\ln\frac{y_0}{y}.
\end{equation}
At the minimum $\partial F/\partial y=0$, so only the explicit dependence on $r$ contributes to
\begin{equation}
\frac{dF_*}{dr}=\ln\frac{y_0}{y_*}=2\kappa_gt_*>0 .
\end{equation}
For $b\to\infty$ the least resistivity thus rises with offset. The optimum becomes thinner for two reasons: a larger $r$ lowers $S_*$ and with it the logarithm in (\ref{tstar}), and $\kappa_g$ in the denominator grows. For finite $b$, direct minimisation with the parameters of (e) at eight offsets from 0.05 to 4 eV confirms both trends.

In the limit $\Delta\to\infty$, $r\to1$ and $F_*$ tends to a finite value, because a stronger decay is offset by a thinner layer. The limit is formal: $t_*$ shrinks as $1/\kappa_g$, and below an atomic spacing a continuous thickness has no meaning. In the opposite limit $r\to0$, equation (\ref{root}) gives $1-S_*\simeq r/B$. The tunnelling cost $r\ln(y_0/y_*)$ then vanishes, and $\rho$ approaches the unpinned value $\rho_{\rm th}e^{\phi_u/kT}$. This limit is also formal, because the edge transmission used in (\ref{F}) fails as $\Delta\to0$, as shown in (e).

A local minimum need not beat the bare contact, for which $S_0=1/(1+y_0)$. For $b\to\infty$ the layer is worthwhile if
\begin{equation}
F(0)-F_*=B(S_*-S_0)-r\ln\frac{y_0}{y_*}>0. \label{gain}
\end{equation}
The barrier reduction available from the metal must pay for the tunnelling. For finite $b$ the comparison is made numerically below.

\subsection*{(e) Numbers}

\paragraph{Common quantities.} At 300 K, $kT=0.02585$ eV. With $R=0.35$ eV this gives $B=13.54$. Further, $y_0=14.48$, $b=2.0$ nm and $\rho_{\rm th}=1.195\times10^{-8}\ \Omega\,\mathrm{cm^2}$. The bare contact has $S_0=1/15.48=0.065$ and $\phi=0.20+0.35\times0.935=0.527$ eV, hence $\rho=8.65\ \Omega\,\mathrm{cm^2}$.

\paragraph{Low offset, $\Delta=0.2$ eV.} Here $\kappa_c=1.255$ and $\kappa_g=2.128\ \mathrm{nm^{-1}}$, so $r=0.590$. The explicit formula gives
\begin{align}
S_*&=\tfrac12\left(1+\sqrt{1-4\times0.590/13.54}\right)=0.954,\\
t_*&=\frac{\ln(14.48\times20.9)}{4.256}=1.34\ \mathrm{nm}.
\end{align}
Iteration with $b=2.0$ nm raises this to $t_*=1.45$ nm, with $S=0.951$ and $\phi=0.217$ eV. The longer dipole requires slightly more attenuation. The resistivity is
\begin{equation}
\rho=1.195\times10^{-8}\,e^{0.2172/0.02585}\times38.3
=2.0\times10^{-3}\ \Omega\,\mathrm{cm^2},
\end{equation}
where $38.3=e^{2\kappa_ct_*}$ is the tunnelling cost.

\paragraph{High offset, $\Delta=2.0$ eV.} Now $\kappa_c=3.968$ and $\kappa_g=4.325\ \mathrm{nm^{-1}}$, so $r=0.918$. The explicit formula gives $S_*=0.927$ and
\begin{equation}
t_*=\frac{\ln(14.48\times12.7)}{8.649}=0.60\ \mathrm{nm}.
\end{equation}
For $b=2.0$ nm the optimum is $t_*=0.63$ nm, with $S=0.923$ and $\phi=0.227$ eV. The tunnelling cost is 146, and $\rho=1.13\times10^{-2}\ \Omega\,\mathrm{cm^2}$.

\paragraph{Comparison.} Relative to the bare contact, the resistivity falls by a factor of about 4200 for the low offset and 760 for the high one. The high-offset minimum is 5.6 times the low-offset minimum. Of this ratio, tunnelling contributes $146/38.3=3.8$ and the barrier difference $e^{(0.2269-0.2172)/0.02585}=1.5$.

The low offset also tolerates a larger thickness error. The resistivity stays within a factor two of its minimum from 1.12 to 1.96 nm for the low offset, but only from 0.49 to 0.82 nm for the high one. Equation (\ref{second}) accounts for this. With (\ref{opt}) it becomes, at the minimum,
\begin{equation}
F''=2\kappa_c\left[(2S-1)\beta-\frac1{\beta(t+b)^2}\right],
\end{equation}
which is about 9 and $55\ \mathrm{nm^{-2}}$. The quadratic estimate of the window width, $2\sqrt{2\ln2/F''}$, is 0.79 and 0.32 nm, close to the actual 0.84 and 0.33 nm.

The initial slopes differ in sign:
\begin{equation}
F'(0)=2\kappa_c-\frac{By_0}{(1+y_0)^2}\left(2\kappa_g-\frac1b\right)
=\begin{cases}-0.56\ \mathrm{nm^{-1}}&\text{(low)}\\+1.27\ \mathrm{nm^{-1}}&\text{(high)}\end{cases}
\end{equation}
The high-offset layer first increases the resistivity, but at 0.1 nm the value is already below that of the bare contact. This rise is confined to less than an atomic spacing and is not an observable prediction. It also depends on the unit bare transmission: with the wave matching described below, the resistivity at 0.02 nm is already below its bare value.

If $\phi_u$ is raised at fixed $\phi_n$, the benefit shrinks. For the high offset the interior minimum ceases to beat the bare contact when $R$ falls below 0.13 eV, or $B\simeq5.2$. A local minimum still exists below this value, down to $R\simeq0.097$ eV ($B\simeq3.8$). For finite $b$ the condition $B>4r$, met here above $R\simeq0.092$ eV, is necessary for it but not sufficient, because $\beta<2\kappa_g$.

\paragraph{Accuracy of the midpoint decay.} Solving (\ref{charge}) with its full integral, but keeping $e^{-2\kappa_ct}$, gives 1.45 nm and $2.2\times10^{-3}\ \Omega\,\mathrm{cm^2}$ for the low offset, and 0.62 nm and $1.12\times10^{-2}\ \Omega\,\mathrm{cm^2}$ for the high one. The resistivity changes by 7\% and 1\% relative to the midpoint result.

\paragraph{Accuracy of the edge transmission.} Thermal electrons enter at $E_x>0$, where the barrier is lower. Expanding the decay constant, $\kappa(\Delta-E_x)\simeq\kappa_c(1-E_x/2\Delta)$, so
\begin{equation}
\langle\mathcal T\rangle\simeq e^{-2\kappa_ct}\int_0^\infty e^{-z(1-\eta)}dz
=\frac{e^{-2\kappa_ct}}{1-\eta},\qquad \eta=\frac{\kappa_ct\,kT}{\Delta}.
\end{equation}
The edge approximation needs $\eta\ll1$. At the optima $\eta=0.24$ and $0.03$, so to this order the effect alone raises the transmission by factors of 1.31 and 1.03. As $\Delta\to0$ at fixed $t$, $\eta$ diverges and the approximation fails, because most electrons then pass over the insulator edge.

A fuller calculation matches the waves at both insulator faces, for a metal of free-electron mass with its band bottom 10 eV below the semiconductor edge, and averages the transmission thermally. Together with the full charge integral it gives
\begin{align}
\text{low:}\quad &t_*=1.50\ \mathrm{nm},\quad \rho=1.4\times10^{-3}\ \Omega\,\mathrm{cm^2},\\
\text{high:}\quad &t_*=0.63\ \mathrm{nm},\quad \rho=1.14\times10^{-2}\ \Omega\,\mathrm{cm^2}.
\end{align}
The thicknesses barely move, while the resistivity ratio grows from 5.6 to 8.1. Against these corrections the thickness is more secure than the absolute resistivity. The close agreement of $\rho$ at high offset is a coincidence of the parameters, chiefly of the masses $m$ and $m_i$. With the full charge integral in both calculations, the ratio of matched to edge resistivity stays between 0.99 and 1.08 for metal band bottoms at 3, 5, 10 and 15 eV, but it is 0.74 or 1.41 if $m$ is halved or doubled, and 1.38 or 0.84 if $m_i$ is. With $v_1=k/m$ in the semiconductor, $v_2$ the same ratio in the metal and $w=\kappa/m_i$, matching multiplies $e^{-2\kappa t}$ by $16v_1v_2w^2/[(v_1^2+w^2)(v_2^2+w^2)]$, which here happens to be about 1.1 at $E_x=kT$. For the bare contact the same matching gives $4v_1v_2/(v_1+v_2)^2\approx0.37$ at $E_x=kT$ rather than one. The gains of 4200 and 760, the threshold in $R$ and the initial slopes all assume unit bare transmission, and they understate the gains: with the matching and the full charge integral these become about 19000 and 2400. This calculation still assumes flat bands beside and inside the insulator and ignores the effect of transverse motion on transmission. It also matches only the transport waves; the gap states keep the plain exponential attenuation of (\ref{charge}).

\paragraph{Transverse wave vectors of the gap states.} A gap state with transverse wave vector $k_\parallel$ decays faster, with $\kappa^2$ replaced by $\kappa^2+k_\parallel^2$. The thermal electrons have small $k_\parallel$, but the gap states need not. As an illustration, spread them uniformly over a disk of radius $4\ \mathrm{nm^{-1}}$ and keep the full charge integral and the edge transmission. The optimum then thins to 1.04 nm (low) and 0.55 nm (high), and the resistivity falls to $6.4\times10^{-4}$ and $5.3\times10^{-3}\ \Omega\,\mathrm{cm^2}$. Neglecting $k_\parallel$ therefore overestimates both the optimum thickness and the least resistivity, more strongly at low offset. Combined with the wave matching, this disk raises the gains over the bare contact to about 54000 and 5000, so the low-offset gain of 4200 is not reliable even to an order of magnitude.

\paragraph{Doping and other limits.} Take a donor density of $10^{16}\ \mathrm{cm^{-3}}$ and a semiconductor permittivity of 16. The bulk Fermi level is then 0.14 eV below the band edge, less than either optimum barrier, so the surface is depleted as assumed. The positive donor charge would lower the barrier by a drop across the insulator of at most about 3 meV (low) and 1.4 meV (high), small compared with $kT$. If $\phi$ fell below the bulk Fermi depth, the surface would accumulate electrons and $e^{\phi/kT}$ would no longer describe the supply. At heavy doping electrons tunnel through the depletion layer, the resistivity depends less steeply on $\phi$, and (\ref{opt}) does not apply.

The high-offset optimum is only a few atomic layers thick, so its second decimal has no structural meaning. Image lowering matters mainly at low offset. In a WKB estimate with the full charge integral and a thermally averaged transmission, lowering the insulator band by the image potential of the metal, $e^2/16\pi\varepsilon_0\varepsilon_ix$ at distance $x$, for the gap states and the transport electrons alike, moves the optimum from 1.49 to 1.71 nm and roughly halves the resistivity. At high offset the optimum moves from 0.63 to 0.68 nm and the resistivity changes by a few per cent. That small change is a cancellation between easier tunnelling and weaker attenuation of the gap states: if only the transport electrons felt the lowering, the optima would stay near 1.51 and 0.63 nm and the resistivity would fall to 0.35 and 0.65 of its value. Defect states at the insulator--germanium interface would not be attenuated by $t$; they would add pinning that this model leaves out. The remaining values, including $\rho(t)$ at selected thicknesses, are in the numerical output.

\section*{Computed results}
\begin{verbatim}
kT = 0.02585 eV, R = 0.35 eV, B = 13.539
y0 = 14.476, bare S = 0.0646, b = 2.0 nm
rho_th = 1.195e-08 ohm cm^2
state sum / Boltzmann rho at phi_u = 1.00022
bare barrier = 0.5274 eV
bare rho = 8.651e+00 ohm cm^2
doping = 1.0e+16 cm^-3, eps_s = 16
bulk Fermi depth = 0.1400 eV
-- low offset = 0.2 eV
kc = 1.2549, kg = 2.1278 per nm, r = 0.5898
slope of ln rho at t=0: -0.563 per nm
t for b infinite = 1.3424 nm
t optimum = 1.4524 nm, formula 1.4524 nm
S = 0.9508, barrier = 0.2172 eV
tunnel factor exp(2 kc t) = 38.289
rho minimum = 2.039e-03 ohm cm^2
bare rho / minimum rho = 4.243e+03
factor-two window = 1.118 to 1.957 nm
full charge: t = 1.4477 nm, rho = 2.180e-03 ohm cm^2
charge + waves: t = 1.5024 nm, rho = 1.400e-03 ohm cm^2
neglected depletion drop = 3.07 meV
-- high offset = 2.0 eV
kc = 3.9684, kg = 4.3245 per nm, r = 0.9177
slope of ln rho at t=0: 1.269 per nm
t for b infinite = 0.6026 nm
t optimum = 0.6281 nm, formula 0.6281 nm
S = 0.9232, barrier = 0.2269 eV
tunnel factor exp(2 kc t) = 146.203
rho minimum = 1.132e-02 ohm cm^2
bare rho / minimum rho = 7.644e+02
factor-two window = 0.487 to 0.817 nm
full charge: t = 0.6249 nm, rho = 1.122e-02 ohm cm^2
charge + waves: t = 0.6275 nm, rho = 1.138e-02 ohm cm^2
neglected depletion drop = 1.41 meV
-- rho high/low: 5.55, with full model 8.13
least R for high offset = 0.1345 eV, t there = 0.458 nm
t (nm), rho low, rho high (ohm cm^2)
0.0  8.651e+00  8.651e+00
0.1  7.729e+00  7.366e+00
0.3  4.002e+00  5.368e-01
0.6  3.848e-01  1.158e-02
1.0  8.162e-03  8.062e-02
1.5  2.059e-03  4.055e+00
2.0  4.481e-03  2.143e+02
3.0  5.104e-02  5.997e+05
\end{verbatim}
